# Antisymmetric velocity force and electronic friction under steady current: a numerical check

```python
"""
Velocity-dependent force of steady electrons on two vibrational coordinates.

Result under test: F_i = F_i(static) - sum_j (S_ij + B_ij) v_j, with
  S_ij =  (s/2pi) Int Re Tr[M_i A' M_j Lam]   symmetric, friction
  B_ij = -(s/pi)  Int Im Tr[M_i R' M_j Lam]   antisymmetric, workless
s: spin factor; M_i: derivative of the Hamiltonian by coordinate i;
G: retarded Green function; A = i(G-G^+); R = (G+G^+)/2; prime: d/dE;
Lam = f_L G Gam_L G^+ + f_R G Gam_R G^+ : occupied spectral matrix.
N_ij is the antisymmetric static stiffness (circulating force -N_ij X_j).
Units: eV, angstrom, time hbar/eV; S and B are then in hbar/angstrom^2.
The independent road propagates driven scattering states in time.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

SPIN = 2.0
KB = const.k / const.e
edges = np.r_[-20., -8., -4., -3., np.arange(-2., 2.01, 0.25)]
node, node_weight = np.polynomial.legendre.leggauss(20)
EPS = np.concatenate([(u + v) / 2 + (v - u) / 2 * node
                      for u, v in zip(edges[:-1], edges[1:])])
WEIGHT = np.concatenate([(v - u) / 2 * node_weight
                         for u, v in zip(edges[:-1], edges[1:])])


def dagger(matrix):
    return matrix.conj().swapaxes(-1, -2)


def green(h, gam, energy=EPS):
    """gam[lead, site] holds the level widths; each lead has one channel."""
    eye = np.eye(len(h))
    heff = h - 0.5j * np.diag(gam.sum(axis=0))
    return np.linalg.inv(np.asarray(energy)[:, None, None] * eye - heff)


def occupations(bias, kt):
    return np.array([expit(-(EPS - mu) / kt) for mu in (bias/2, -bias/2)])


def lead_spectra(g, gam):
    return np.array([g @ np.diag(x) @ dagger(g) for x in gam])


def traces(modes, left, right):
    return np.einsum('iab,ebc,jcd,eda->ije', modes, left, modes, right,
                     optimize=True)


def coefficients(h, modes, gam, occ):
    """Friction S, antisymmetric velocity matrix B, circulating matrix N."""
    g = green(h, gam)
    dg = -g @ g
    lam = np.einsum('le,leab->eab', occ, lead_spectra(g, gam))
    spectral = 1j * (g - dagger(g))
    d_spectral = 1j * (dg - dagger(dg))
    d_real = (dg + dagger(dg)) / 2
    s = SPIN/(2*np.pi) * traces(modes, d_spectral, lam).real @ WEIGHT
    b = -SPIN/np.pi * traces(modes, d_real, lam).imag @ WEIGHT
    n = SPIN/(2*np.pi) * traces(modes, spectral, lam).imag @ WEIGHT
    return s, b, n


def susceptibility(h, modes, gam, occ, omega):
    g = green(h, gam)
    lam = np.einsum('le,leab->eab', occ, lead_spectra(g, gam))
    up = green(h, gam, EPS + omega)
    down = dagger(green(h, gam, EPS - omega))
    total = traces(modes, up, lam) + traces(modes, lam, down)
    return SPIN / (2 * np.pi) * total @ WEIGHT


def drive(h, modes, gam, path, start, dt, steps, every):
    """Propagate incoming states; return <M_i> resolved by lead and energy."""
    size = len(h)
    heff = h - 0.5j * np.diag(gam.sum(axis=0))
    inject = np.sqrt(gam).T
    source = np.repeat(inject[:, :, None], len(EPS), axis=2)
    source = source.reshape(size, -1)
    energy = np.tile(EPS, 2)

    def ham(t):
        return heff + np.einsum('pi,iab->pab', path(t), modes)

    def rate(matrix, state):
        return -1j * (matrix @ state - energy * state + source)

    phi = np.array([(green(h + np.tensordot(x, modes, 1), gam) @ inject)
                    .transpose(1, 2, 0).reshape(size, -1)
                    for x in path(start)])
    times, samples = [], []
    for k in range(steps):
        t = start + k * dt
        first, middle, last = ham(t), ham(t + dt/2), ham(t + dt)
        k1 = rate(first, phi)
        k2 = rate(middle, phi + dt/2 * k1)
        k3 = rate(middle, phi + dt/2 * k2)
        k4 = rate(last, phi + dt * k3)
        phi = phi + dt/6 * (k1 + 2*k2 + 2*k3 + k4)
        if (k + 1) % every == 0:
            times.append(t + dt)
            samples.append(np.stack([(phi.conj() * (m @ phi)).sum(1).real
                                     for m in modes], axis=1))
    return np.array(times), np.array(samples)


def occupied_force(samples, occ):
    return -SPIN / (2*np.pi) * samples @ (occ * WEIGHT).ravel()


SPEED = 1e-4
DIRECTIONS = np.array([[1., 0.], [-1., 0.], [0., 1.], [0., -1.]])


def ramp(h, modes, gam):
    _, data = drive(h, modes, gam, lambda t: SPEED * t * DIRECTIONS,
                    -80.0, 0.08, 1000, 1000)
    return data[-1]


def measured_gamma(data, occ):
    f = occupied_force(data, occ)
    return -np.array([f[0] - f[1], f[2] - f[3]]).T / (2 * SPEED)


def close(x, y, tol=3e-5):
    return np.allclose(x, y, rtol=tol, atol=tol)


# Generic three-site region: driven electrons against the response formula.
h3 = np.array([[.1, -.6, 0], [-.6, -.2, -.7], [0, -.7, .25]])
modes3 = np.array([np.diag([.5, -.3, .2]),
                   [[0, .6, 0], [.6, 0, -.4], [0, -.4, 0]]])
gam3 = np.array([[1.2, 0, 0], [0, 0, .9]])
biased, rest = occupations(0.6, 0.05), occupations(0.0, 0.05)
data3 = ramp(h3, modes3, gam3)
s3, b3, n3 = coefficients(h3, modes3, gam3, biased)
driven3 = measured_gamma(data3, biased)
assert close(driven3, s3 + b3)
assert abs(b3[0, 1]) > 1e-3
reverse3 = measured_gamma(data3, biased[::-1])
assert close(reverse3 - reverse3.T, -(driven3 - driven3.T))

# Local-current form: only the imaginary part of the left spectrum enters.
g3 = green(h3, gam3)
current_matrix = lead_spectra(g3, gam3)[0].imag
d_real3 = (-g3 @ g3).real
current_form = -SPIN/np.pi * (traces(modes3, d_real3, current_matrix)[0, 1]
                             @ (WEIGHT * (biased[0] - biased[1])))
assert close((driven3[0, 1] - driven3[1, 0]) / 2, current_form)

# Equilibrium: no antisymmetric part, and positive Fermi-surface friction.
equilibrium3 = measured_gamma(data3, rest)
spectral3 = 1j * (g3 - dagger(g3))
thermal = rest[0] * (1 - rest[0]) / 0.05
surface = SPIN/(4*np.pi) * (traces(modes3, spectral3, spectral3).real
                           @ (WEIGHT * thermal))
assert close(equilibrium3, surface)
assert np.linalg.eigvalsh(surface).min() > 0

# Circulating force: finite differences of the frozen-geometry force.


def static_force(x):
    h = h3 + np.tensordot(x, modes3, 1)
    spectra = lead_spectra(green(h, gam3), gam3)
    lam = np.einsum('le,leab->eab', biased, spectra)
    density = np.einsum('e,eab->ab', WEIGHT, lam)
    return -SPIN/(2*np.pi) * np.einsum('iab,ba->i', modes3, density).real


d = 1e-3
slope = np.array([(static_force(d*e) - static_force(-d*e)) / (2*d)
                  for e in np.eye(2)]).T
assert close(-(slope[0, 1] - slope[1, 0]) / 2, n3[0, 1])

# Magnetic flux through a ring permits the antisymmetric part at rest.
ring = h3.astype(complex)
ring[0, 2] = -0.5 * np.exp(1j)
ring[2, 0] = ring[0, 2].conj()
ring_driven = measured_gamma(ramp(ring, modes3, gam3), rest)
ring_s, ring_b, _ = coefficients(ring, modes3, gam3, rest)
assert close(ring_driven, ring_s + ring_b)
assert abs(ring_b[0, 1]) > 1e-3

# Inverted level filling: the symmetric part can be negative under bias.
pauli_z, pauli_x = np.diag([1., -1.]), np.array([[0., 1.], [1., 0.]])
unit_modes = np.array([pauli_z, pauli_x])
inverted = np.array([[.3, -.05], [-.05, -.3]])
gam_inv = np.diag([.5, .5])
data_inv = ramp(inverted, unit_modes, gam_inv)
negative = measured_gamma(data_inv, occupations(2.4, 0.05))
positive = measured_gamma(data_inv, rest)
lowest_biased = np.linalg.eigvalsh((negative + negative.T) / 2).min()
lowest_rest = np.linalg.eigvalsh((positive + positive.T) / 2).min()
assert lowest_biased < 0 < lowest_rest

# Worked two-site bridge.
hop, width, bias, temperature = 0.3, 1.0, 0.5, 300.0
couple_1, couple_2 = 0.5, 0.5
mass_u, quantum_1, quantum_2 = 100.0, 0.015, 0.018
bridge = -hop * pauli_x
modes = np.array([couple_1 * pauli_z, couple_2 * pauli_x])
gam = np.diag([width, width])
kt = KB * temperature
occ = occupations(bias, kt)
s, b, n = coefficients(bridge, modes, gam, occ)
b12, n12 = b[0, 1], n[0, 1]
assert close(measured_gamma(ramp(bridge, modes, gam), occ), s + b)
s_rest = coefficients(bridge, modes, gam, occupations(0, kt))[0]

g = green(bridge, gam)
transmission = width**2 * abs(g[:, 0, 1])**2
d_local = (-g @ g)[:, 0, 0].real
window = WEIGHT * (occ[0] - occ[1])
closed = (-SPIN * couple_1 * couple_2 / (np.pi * hop)
          * np.sum(window * transmission * d_local))
assert close(closed, b12)
current = SPIN * const.e**2 / const.h * np.sum(window * transmission)

# Low-bias, zero-temperature law and its sign change at hop = width/2.
small = 0.01
low_bias = []
for t in (0.3, 0.5, 0.7):
    gs = green(-t * pauli_x, gam, small / 2 * node)
    k_left = lead_spectra(gs, gam)[0].imag
    direct = -SPIN/np.pi * (traces(modes, (-gs @ gs).real, k_left)[0, 1]
                           @ (small / 2 * node_weight))
    q = t*t + width**2 / 4
    law = (SPIN * couple_1 * couple_2 * small * width**2 * t
           * (t*t - width**2 / 4) / (np.pi * q**4))
    # The omitted curvature across the window is of relative order bias^2.
    assert abs(direct - law) < 2e-3 * small
    low_bias.append(direct / small)
assert low_bias[0] < 0 < low_bias[2]

# Opposite circular orbits: radial part gives B, tangential parts S and N.
radius = 0.01
period = 2 * np.pi / quantum_1
dt = period / 5000


def orbit(t):
    c, z = np.cos(quantum_1 * t), np.sin(quantum_1 * t)
    return radius * np.array([[c, z], [c, -z]])


times, data = drive(bridge, modes, gam, orbit, -800*dt, dt, 5800, 100)
keep = times > dt / 2
force = occupied_force(data[keep], occ)
c, z = np.cos(quantum_1*times[keep]), np.sin(quantum_1*times[keep])
radial_dir = np.array([[c, z], [c, -z]]).transpose(2, 0, 1)
tangent_dir = np.array([[-z, c], [-z, -c]]).transpose(2, 0, 1)
radial = (force * radial_dir).sum(2).mean(0)
tangent = (force * tangent_dir).sum(2).mean(0)
orbit_b = -(radial[0] - radial[1]) / (2 * radius * quantum_1)
orbit_s = -(tangent[0] + tangent[1]) / (2 * radius * quantum_1)
orbit_n = (tangent[0] - tangent[1]) / (2 * radius)
chi = susceptibility(bridge, modes, gam, occ, quantum_1)
b_finite = -(chi[0, 1] - chi[1, 0]).imag / (2 * quantum_1)
s_finite = -np.trace(chi).imag / (2 * quantum_1)
n_finite = (chi[0, 1] - chi[1, 0]).real / 2
# Finite orbit radius leaves a small anharmonic difference.
assert np.allclose([orbit_b, orbit_s, orbit_n],
                   [b_finite, s_finite, n_finite], rtol=3e-3)

# Linear vibrations: mass in hbar^2/(eV angstrom^2).
mass = mass_u * const.atomic_mass * 1e-20 * const.e / const.hbar**2
k_1, k_2 = mass * quantum_1**2, mass * quantum_2**2


def vibrations(ka, kb, circulating, velocity):
    stiffness = np.diag([ka, kb]) + circulating
    block = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [-stiffness / mass, -velocity / mass]])
    values = np.linalg.eigvals(block)
    return sorted(values[values.imag > 0], key=lambda value: value.imag)


full = vibrations(k_1, k_2, n, s + b)
without_b = vibrations(k_1, k_2, n, s)
only_b = vibrations(k_1, k_2, 0*n, b)
assert max(abs(value.real) for value in only_b) < 1e-10
shift = [-(x.real - y.real) for x, y in zip(full, without_b)]
predicted = n12 * b12 / (mass * (k_2 - k_1))
# The estimate omits relative corrections of order (N/stiffness gap)^2.
assert np.allclose(shift, [predicted, -predicted], rtol=0.10)
degenerate = vibrations(k_1, k_1, n, s + b)
growth = max(value.real for value in degenerate)

# Sizes of neglected effects on B.


def b_value(h, occupation):
    return coefficients(h, modes, gam, occupation)[1][0, 1]


def percent(value):
    return 100 * (value / b12 - 1)


rms = [np.sqrt(1 / np.tanh(q / (2*kt)) / (2*mass*q))
       for q in (quantum_1, quantum_2)]
moved = [percent(b_value(bridge + sign*x*m, occ))
         for x, m in zip(rms, modes) for sign in (-1, 1)]
drop = percent(b_value(bridge + bias/4 * pauli_z, occ))
offset = percent(b_value(bridge + 0.1 * np.eye(2), occ))
hot = percent(b_value(bridge, occupations(bias, KB * 600)))
half_band = 5.0
# A linear real lead self-energy rescales the energy axis by this factor.
scale = 1 - width / (2 * half_band)
band = percent(b_value(bridge, occupations(scale*bias, scale*kt)))


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("hopping t", hop, "eV")
show("level width Gamma, each site", width, "eV")
show("bias", bias, "V")
show("temperature", temperature, "K")
show("coupling a (site-energy mode 1)", couple_1, "eV/angstrom")
show("coupling b (hopping mode 2)", couple_2, "eV/angstrom")
show("mass", mass_u, "u")
show("vibration quantum 1", 1e3*quantum_1, "meV")
show("vibration quantum 2", 1e3*quantum_2, "meV")
show("current", 1e6*current, "microampere")
show("friction S11", s[0, 0], "hbar/angstrom^2")
show("friction S22", s[1, 1], "hbar/angstrom^2")
show("friction S12", s[0, 1], "hbar/angstrom^2")
show("zero-bias friction S11", s_rest[0, 0], "hbar/angstrom^2")
show("zero-bias friction S22", s_rest[1, 1], "hbar/angstrom^2")
show("antisymmetric B12", b12, "hbar/angstrom^2")
show("B12 converted", b12*const.hbar*1e20, "kg/s")
show("B12 from opposite orbits", orbit_b, "hbar/angstrom^2")
show("mean friction from orbits", orbit_s, "hbar/angstrom^2")
show("circulating stiffness N12", n12, "eV/angstrom^2")
show("N12 from opposite orbits", orbit_n, "eV/angstrom^2")
for t, value in zip((0.3, 0.5, 0.7), low_bias):
    show(f"low-bias B12/bias at t={t} eV", value, "hbar/(angstrom^2 V)")
show("stiffness k1", k_1, "eV/angstrom^2")
show("stiffness k2", k_2, "eV/angstrom^2")
for i in range(2):
    show(f"mode {i+1} hbar*frequency", 1e3*full[i].imag, "meV", 5)
    show(f"mode {i+1} hbar*damping, with B", -1e6*full[i].real, "microeV")
    show(f"mode {i+1} hbar*damping, no B",
         -1e6*without_b[i].real, "microeV")
show("predicted mode 1 damping shift", 1e6*predicted, "microeV")
show("computed mode 1 damping shift", 1e6*shift[0], "microeV")
show("equal-frequency largest growth", 1e6*growth, "microeV")
show("three-site B12 at 0.6 V", b3[0, 1], "hbar/angstrom^2")
show("flux-ring B12 at zero bias", ring_b[0, 1], "hbar/angstrom^2")
show("inverted case lowest friction", lowest_biased, "hbar/angstrom^2")
show("same case at zero bias", lowest_rest, "hbar/angstrom^2")
show("rms displacement 1", rms[0], "angstrom")
show("rms displacement 2", rms[1], "angstrom")
show("B change, finite frequency", percent(b_finite), "%", 3)
show("B change, mode 1 at -rms", moved[0], "%", 3)
show("B change, mode 1 at +rms", moved[1], "%", 3)
show("B change, mode 2 at -rms", moved[2], "%", 3)
show("B change, mode 2 at +rms", moved[3], "%", 3)
show("B change, site levels +/-bias/4", drop, "%", 3)
show("B change, both levels +0.1 eV", offset, "%", 3)
show("B change, electrons at 600 K", hot, "%", 3)
show("B change, 5 eV lead half-band", band, "%", 3)
print("success")
```

Output:

```
hopping t: 0.3 eV
level width Gamma, each site: 1 eV
bias: 0.5 V
temperature: 300 K
coupling a (site-energy mode 1): 0.5 eV/angstrom
coupling b (hopping mode 2): 0.5 eV/angstrom
mass: 100 u
vibration quantum 1: 15 meV
vibration quantum 2: 18 meV
current: 28.25 microampere
friction S11: 0.5675 hbar/angstrom^2
friction S22: 0.747 hbar/angstrom^2
friction S12: -0.2441 hbar/angstrom^2
zero-bias friction S11: 0.6842 hbar/angstrom^2
zero-bias friction S22: 0.6931 hbar/angstrom^2
antisymmetric B12: -0.3071 hbar/angstrom^2
B12 converted: -3.239e-15 kg/s
B12 from opposite orbits: -0.3072 hbar/angstrom^2
mean friction from orbits: 0.657 hbar/angstrom^2
circulating stiffness N12: 0.2834 eV/angstrom^2
N12 from opposite orbits: 0.2833 eV/angstrom^2
low-bias B12/bias at t=0.3 eV: -0.5717 hbar/(angstrom^2 V)
low-bias B12/bias at t=0.5 eV: -3.183e-05 hbar/(angstrom^2 V)
low-bias B12/bias at t=0.7 eV: 0.08916 hbar/(angstrom^2 V)
stiffness k1: 5.383 eV/angstrom^2
stiffness k2: 7.751 eV/angstrom^2
mode 1 hbar*frequency: 15.048 meV
mode 1 hbar*damping, with B: 10.22 microeV
mode 1 hbar*damping, no B: 11.8 microeV
mode 2 hbar*frequency: 17.96 meV
mode 2 hbar*damping, with B: 17.25 microeV
mode 2 hbar*damping, no B: 15.67 microeV
predicted mode 1 damping shift: -1.536 microeV
computed mode 1 damping shift: -1.582 microeV
equal-frequency largest growth: 381.1 microeV
three-site B12 at 0.6 V: -0.1415 hbar/angstrom^2
flux-ring B12 at zero bias: -0.06861 hbar/angstrom^2
inverted case lowest friction: -6.246 hbar/angstrom^2
same case at zero bias: 3.345 hbar/angstrom^2
rms displacement 1: 0.07026 angstrom
rms displacement 2: 0.0589 angstrom
B change, finite frequency: 0.00933 %
B change, mode 1 at -rms: -1.66 %
B change, mode 1 at +rms: -1.66 %
B change, mode 2 at -rms: -14.7 %
B change, mode 2 at +rms: 13.3 %
B change, site levels +/-bias/4: -19.2 %
B change, both levels +0.1 eV: -2.38 %
B change, electrons at 600 K: -1.59 %
B change, 5 eV lead half-band: -10.2 %
success
```
